# Microwave Cavity Resonance Shift as a Measure of Field-Weighted Plasma Electron Density, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the fields at one frequency

Two electron clouds are placed in turn in the same cylindrical microwave cavity. Averaged over the cavity volume, the first has $2.75\times10^{8}$ electrons per cm³ and the second $1.056\times10^{9}$, nearly four times as many. A numerical solution of the field equations gives almost the same rise of the resonance frequency for both: 6.469 MHz for the first and 6.458 MHz for the second, on a resonance at 2868.56 MHz. The shift evidently does not count the electrons. What the clouds have in common is their density averaged with the squared electric field of the empty cavity as weight.

### The electrons as a medium

The cavity is a closed volume with a perfectly conducting wall, so the electric field tangential to the wall is zero. It contains electrons of density $n(\mathbf r)$, steady in time, and ions too heavy to move at microwave frequencies. There is no static magnetic field. The electrons are cold, meaning that their thermal motion is ignored, and they do not collide. The probing field is weak, so terms of second order in its amplitude are dropped. These terms are the magnetic force on the oscillating electrons, the convective part of their acceleration, and the product of the oscillating density and the oscillating velocity.

SI units are used in the derivation. Fields vary as $e^{-i\omega t}$, so a time derivative becomes a factor $-i\omega$. An electron has charge $-e$ and mass $m$, and its equation of motion is

$$-i\omega m\mathbf v=-e\mathbf E,\qquad\text{so}\qquad \mathbf v=\frac{e}{i\omega m}\mathbf E=-\frac{ie}{m\omega}\mathbf E .$$

The current density is the charge density $-en$ times the velocity:

$$\mathbf J=-en\mathbf v=\frac{i n e^2}{m\omega}\mathbf E .$$

Define the local plasma frequency by

$$\omega_p^2(\mathbf r)=\frac{n(\mathbf r)e^2}{\varepsilon_0 m}.$$

The sum of the electron current and the displacement current is then

$$\mathbf J-i\omega\varepsilon_0\mathbf E
=-i\omega\varepsilon_0\left(1-\frac{\omega_p^2}{\omega^2}\right)\mathbf E .$$

The minus sign in the bracket comes from inertia. The electron current is opposite in phase to the displacement current and cancels part of it. The plasma therefore acts as a dielectric with relative permittivity $1-\omega_p^2/\omega^2$, which is less than one.

Faraday's law is $\nabla\times\mathbf E=i\omega\mathbf B$, and Ampère's law is $\nabla\times\mathbf B=\mu_0(\mathbf J-i\omega\varepsilon_0\mathbf E)$. Taking the curl of the first and inserting the second gives

$$\nabla\times\nabla\times\mathbf E
=i\omega\mu_0\,(-i\omega\varepsilon_0)\left(1-\frac{\omega_p^2}{\omega^2}\right)\mathbf E
=\frac{\omega^2-\omega_p^2(\mathbf r)}{c^2}\,\mathbf E, \tag{1}$$

because $i\cdot(-i)=1$ and $\mu_0\varepsilon_0=1/c^2$. The factor $\omega^2$ has cancelled the $1/\omega^2$ of the permittivity. Equation (1) is therefore a linear eigenvalue problem for $\omega^2$, in which $\omega_p^2(\mathbf r)$ enters as a potential does in the Schrödinger equation.

Space charge is already included. The divergence of a curl is zero, so (1) requires

$$(\omega^2-\omega_p^2)\,\nabla\cdot\mathbf E=\mathbf E\cdot\nabla\omega_p^2 .$$

Oscillating charge appears where the density varies along the electric field. It does not appear where the density varies only across the field.

### An identity without a small parameter

Let $\mathbf E_0$ be the field of one mode of the empty cavity, with angular frequency $\omega_0$. The complex conjugate of its equation is

$$\nabla\times\nabla\times\mathbf E_0^*=\frac{\omega_0^2}{c^2}\mathbf E_0^* . \tag{2}$$

To compare (1) and (2), use $\nabla\cdot(\mathbf A\times\mathbf C)=\mathbf C\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf C$ for two products:

$$\nabla\cdot(\mathbf E\times\nabla\times\mathbf E_0^*)
=(\nabla\times\mathbf E_0^*)\cdot(\nabla\times\mathbf E)-\mathbf E\cdot\nabla\times\nabla\times\mathbf E_0^*,$$

$$\nabla\cdot(\mathbf E_0^*\times\nabla\times\mathbf E)
=(\nabla\times\mathbf E)\cdot(\nabla\times\mathbf E_0^*)-\mathbf E_0^*\cdot\nabla\times\nabla\times\mathbf E .$$

Subtract the second line from the first. The products of two curls cancel, and (1) and (2) replace the double curls:

$$\nabla\cdot\left(\mathbf E\times\nabla\times\mathbf E_0^*-\mathbf E_0^*\times\nabla\times\mathbf E\right)
=\frac{\omega^2-\omega_p^2-\omega_0^2}{c^2}\,\mathbf E_0^*\cdot\mathbf E .$$

Integrate over the cavity. The left side becomes an integral over the wall, with unit normal $\hat{\mathbf n}$. Its first term contains

$$\hat{\mathbf n}\cdot(\mathbf E\times\nabla\times\mathbf E_0^*)=(\hat{\mathbf n}\times\mathbf E)\cdot\nabla\times\mathbf E_0^*=0,$$

since the tangential field vanishes. The second term vanishes for the same reason, with $\hat{\mathbf n}\times\mathbf E_0^*=0$. What remains is

$$(\omega^2-\omega_0^2)\int\mathbf E_0^*\cdot\mathbf E\,dV=\int\omega_p^2\,\mathbf E_0^*\cdot\mathbf E\,dV . \tag{3}$$

Within the model, (3) holds without the assumption of low density, provided that $\omega_p$ stays below $\omega$ everywhere. If $\omega_p=\omega$ at some place, the permittivity vanishes there, the cold-plasma field can become singular, and the integrations by parts are no longer safe.

### Tenuous plasma

Equation (3) still contains the unknown field $\mathbf E$. Write $\mathbf E=\mathbf E_0+\delta\mathbf E$, and fix the free amplitude of $\mathbf E$ by requiring $\int\mathbf E_0^*\cdot\delta\mathbf E\,dV=0$. Subtracting the vacuum equation from (1) gives

$$\nabla\times\nabla\times\delta\mathbf E-\frac{\omega_0^2}{c^2}\delta\mathbf E
=\frac{(\omega^2-\omega_0^2)-\omega_p^2}{c^2}\,(\mathbf E_0+\delta\mathbf E).$$

The right side is proportional to the density at leading order. If the mode is not degenerate, the operator on the left annihilates no field except $\mathbf E_0$, which has been excluded from $\delta\mathbf E$. The response $\delta\mathbf E$ is then also of first order in density. It is small if $\omega_p^2\ll\omega_0^2$ and if no other mode lies close to $\omega_0$. With degenerate modes the argument fails, because even a weak plasma can choose a different mixture of them.

Insert the split field in (3). On the left, $\delta\mathbf E$ drops out by the amplitude condition. On the right, it adds a term of second order in density. To first order,

$$\omega^2-\omega_0^2=\langle\omega_p^2\rangle\equiv
\frac{\int\omega_p^2|\mathbf E_0|^2dV}{\int|\mathbf E_0|^2dV}. \tag{4}$$

The left side factors as $(\omega-\omega_0)(\omega+\omega_0)=2\omega_0\Delta\omega\,(1+\Delta\omega/2\omega_0)$, where $\Delta\omega=\omega-\omega_0$. Dropping the small term in the bracket gives

$$\frac{\Delta\omega}{\omega_0}=\frac{e^2}{2\varepsilon_0m\omega_0^2}\,n_E,
\qquad
n_E=\frac{\int n|\mathbf E_0|^2dV}{\int|\mathbf E_0|^2dV}. \tag{5}$$

With $\omega_0=2\pi f_0$ and $\Delta\omega=2\pi\Delta f$, the density follows from the measured shift:

$$n_E=\frac{2\varepsilon_0m\omega_0\Delta\omega}{e^2}=\frac{8\pi^2\varepsilon_0m}{e^2}\,f_0\,\Delta f . \tag{6}$$

The shift is upward. Electrons at a node of $\mathbf E_0$ do not contribute at this order. One shift gives one number, $n_E$, and density profiles with equal $n_E$ cannot be told apart to first order.

Two limits show what replacing $\mathbf E$ by $\mathbf E_0$ means. If the plasma is uniform, $\mathbf E_0$ itself solves (1) with $\omega^2=\omega_0^2+\omega_p^2$. The field is not deformed, and (4) needs no restriction on the density. If instead the plasma is a thin layer lying perpendicular to the field, the normal component of permittivity times field is continuous. The field inside is then close to $\mathbf E_0/(1-\omega_p^2/\omega^2)$. For $\omega_p<\omega$ it exceeds the vacuum field, and (4) gives too small a shift. For a thin layer parallel to the field, the tangential field is continuous and this enhancement is absent.

### A cylinder filled with weak argon plasma

Take a cylinder of radius $R=40$ mm and height $h=20$ mm in the mode TM$_{010}$. Its field is

$$\mathbf E_0=\hat{\mathbf z}\,J_0(x_{01}r/R),\qquad x_{01}=2.40483 .$$

This field has no divergence, so its double curl is minus its Laplacian, which is $(x_{01}/R)^2\mathbf E_0$. It vanishes at the side wall and is normal to the end plates, so the wall condition is met. Hence $\omega_0=x_{01}c/R$, and

$$f_0=\frac{x_{01}c}{2\pi R}=\frac{2.40483\times2.99792\times10^{8}\ \text{m/s}}{2\pi\times0.040\ \text{m}}=2868.6\ \text{MHz}.$$

For the density take the fundamental diffusion profile

$$n=n_0\,J_0(x_{01}r/R)\,\sin(\pi z/h).$$

It satisfies $\nabla^2n=-(x_{01}^2/R^2+\pi^2/h^2)\,n$ and is zero at all walls. This is the steady balance between diffusion to the walls, with a constant diffusion coefficient, and ionization proportional to $n$. The weighted density separates into two factors:

$$\frac{n_E}{n_0}=\frac{\int_0^RJ_0^3\,r\,dr}{\int_0^RJ_0^2\,r\,dr}\cdot\frac1h\int_0^h\sin\frac{\pi z}{h}\,dz
=0.72324\times\frac2\pi=0.46043 .$$

The plain volume average is smaller, $0.27486\,n_0$, because the field weight favours the axis, where this plasma is densest.

Let $n_0=10^{9}$ cm$^{-3}$. Then $n_E=4.604\times10^{8}$ cm$^{-3}$, and the peak plasma frequency is $f_p=283.93$ MHz. The small parameter is $(283.93/2868.56)^2=0.0098$. Equation (5) gives

$$\Delta f=\frac{f_p^2}{2f_0}\,\frac{n_E}{n_0}
=\frac{(283.93)^2\times0.46043}{2\times2868.56}\ \text{MHz}=6.470\ \text{MHz}.$$

The full vector problem (1), including space charge, was also solved by finite differences. With 40 intervals along the radius the shift is 6.4760 MHz, and with 80 intervals it is 6.4707 MHz. Extrapolation, with an error proportional to the square of the mesh spacing, gives 6.4690 MHz. The finer mesh differs from this by 1.8 kHz, or 0.03% of the shift.

Used in reverse, (6) gives $7.117\times10^{7}$ cm$^{-3}$ per MHz for this cavity. The computed 6.469 MHz then returns $4.604\times10^{8}$ cm$^{-3}$, the weighted density that was put in.

The second cloud of the opening is hollow. Its density is proportional to $r^2/R^2$, independent of $z$, and scaled to the same $n_E$. Much of it lies near the side wall, where $J_0^2$ is small, so many more electrons are needed for the same weighted density. The two computed shifts differ by 0.17%, although the volume averages differ by a factor of 3.8. The small difference belongs to the terms dropped between (3) and (5).

## Second derivation: the cavity as coupled oscillators

The symbols carry over. The electron density $n(\mathbf r)$ sets $\omega_p^2=ne^2/(\varepsilon_0m)$, and $\langle\omega_p^2\rangle$ is its average weighted by the squared vacuum field $|\mathbf E_0|^2$. The first derivation gave $\omega^2-\omega_0^2=\langle\omega_p^2\rangle$ to first order in density. In the example, $R=40$ mm, $h=20$ mm, the mode is TM$_{010}$ with $f_0=2868.56$ MHz, and the diffusion profile has the peak value $\omega_p^2/\omega_0^2=0.0098$. The result is now derived again in time, without a permittivity.

### Equations for the mode amplitudes

Expand the electric field in real, orthonormal vector fields of the empty cavity:

$$\mathbf E(\mathbf r,t)=\sum_k a_k(t)\,\mathbf e_k(\mathbf r),\qquad\int\mathbf e_k\cdot\mathbf e_l\,dV=\delta_{kl}.$$

Two families are needed. The solenoidal modes are the usual resonances, with $\nabla\times\nabla\times\mathbf e_k=(\omega_k^2/c^2)\mathbf e_k$ and $\omega_k>0$. The curl-free fields are gradients of potentials that vanish on the wall. They satisfy the same equation with $\omega_k=0$, and they carry the space charge. The wall is taken to be one connected surface, without a separate inner conductor. The two families together are complete, which is taken here as a known property of such a cavity.

In time, Maxwell's equations give

$$\nabla\times\nabla\times\mathbf E+\frac1{c^2}\frac{\partial^2\mathbf E}{\partial t^2}=-\mu_0\frac{\partial\mathbf J}{\partial t}.$$

Multiply by $c^2\mathbf e_k$ and integrate. The double curl can be moved from $\mathbf E$ to $\mathbf e_k$, because the wall terms vanish with the tangential fields, as before. Since $c^2\mu_0=1/\varepsilon_0$,

$$\ddot a_k+\omega_k^2a_k=-\frac1{\varepsilon_0}\int\mathbf e_k\cdot\frac{\partial\mathbf J}{\partial t}\,dV . \tag{7}$$

Each mode is an oscillator driven by the changing electron current. Newton's law $m\dot{\mathbf v}=-e\mathbf E$ and $\mathbf J=-en\mathbf v$, with steady $n$, give

$$\frac{\partial\mathbf J}{\partial t}=-en\dot{\mathbf v}=\frac{ne^2}{m}\mathbf E=\varepsilon_0\omega_p^2\,\mathbf E .$$

Therefore

$$\ddot a_k+\omega_k^2a_k=-\sum_lW_{kl}a_l,\qquad W_{kl}=\int\omega_p^2\,\mathbf e_k\cdot\mathbf e_l\,dV . \tag{8}$$

Let $k=0$ denote the mode under study, and keep only its amplitude. Then

$$\ddot a_0+(\omega_0^2+W_{00})\,a_0=0,\qquad\text{so}\qquad\omega^2=\omega_0^2+W_{00}.$$

Because $\mathbf e_0$ is the normalized vacuum field, $W_{00}=\langle\omega_p^2\rangle$. This is (4), and (5) follows by the same linearization. The square of the field now has a direct reading. One factor of $\mathbf e_0$ is the field that drives the local current, and the other measures how strongly that current acts back on the mode.

Energy shows why the frequency rises. For the single mode, write $\mathbf E=-\partial\mathbf A/\partial t$ with $\mathbf A=\alpha(t)\,\mathbf e_0$. Newton's law becomes $m\dot{\mathbf v}=e\dot{\mathbf A}$, so the oscillating velocity is $\mathbf v=e\mathbf A/m$. The electric, magnetic and electron kinetic energies are

$$\frac{\varepsilon_0}{2}\dot\alpha^2,\qquad
\frac{1}{2\mu_0}\frac{\omega_0^2}{c^2}\alpha^2=\frac{\varepsilon_0}{2}\omega_0^2\alpha^2,\qquad
\int\frac{nm}{2}\,\frac{e^2A^2}{m^2}\,dV=\frac{\varepsilon_0}{2}W_{00}\alpha^2 .$$

The magnetic term uses $\int|\nabla\times\mathbf e_0|^2dV=\omega_0^2/c^2$, which follows from one integration by parts. The kinetic energy of the electrons has the same dependence on $\alpha$ as the magnetic energy. It stiffens the spring of the oscillator and leaves its mass unchanged.

Both derivations give the same first-order result: the plasma raises $\omega^2$ by the average of $\omega_p^2$ weighted with the squared vacuum field. It remains to include collisions, calculate the effect of the other modes, set the model beside a real discharge, and compare what the two derivations assume.
